# Why infrared reflection from a metal favours dipole changes normal to the surface

Take a layer of molecules on a gold-like metal and reflect infrared light from it at 80° from the normal, polarized in the plane of incidence. If the vibrating dipoles stand upright, the reflectance at the centre of the vibrational line falls by 1.7 parts in a hundred. If the same dipoles lie flat, in the plane of incidence, it falls by 1.4 parts in a hundred thousand. The molecules, their number and the light are unchanged, yet the signal has shrunk about 1270 times.

The metal acts twice. It nearly cancels the tangential electric field that should drive a flat dipole, and it nearly cancels the light that such a dipole sends out. Each cancellation leaves a small amplitude of order $1/\sqrt{|\varepsilon|}$, where $\varepsilon$ is the relative permittivity of the metal, so the signal is smaller by a factor of order $1/|\varepsilon|$.

## The model

The metal fills $z<0$, with vacuum above. It is flat, opaque and described by a local permittivity. Fields vary as $e^{-i\omega t}$, and $q=\omega/c$. Light arrives in the $xz$ plane at angle $\theta$ from the normal; write $S=\sin\theta$ and $C=\cos\theta$. All fields share the factor $e^{iqSx}$. In the metal they vary as $e^{-iqwz}$, where the wave equation gives

$$w^2=\varepsilon-S^2,\qquad \operatorname{Im}w>0,$$

the sign being chosen so that the field dies away with depth.

The example has a vibration at 2000 cm⁻¹, a wavelength of 5000 nm and a photon energy $E=0.248$ eV. For free electrons with plasma energy $E_p=9$ eV and damping $\Gamma=0.07$ eV,

$$\varepsilon=1-\frac{E_p^2}{E^2+iE\Gamma}=-1219+344\,i,\qquad |\varepsilon|=1267 .$$

## The field that drives the dipoles

In p-polarized light the magnetic field lies along $y$. Let $h$ be that field multiplied by the impedance of vacuum, so that it has the units of an electric field. In a medium of permittivity $\varepsilon$, the Maxwell equation for the curl of the magnetic field gives

$$E_x=\frac{1}{iq\varepsilon}\frac{\partial h}{\partial z},\qquad E_z=-\frac{S}{\varepsilon}h ,$$

and $\varepsilon=1$ gives the vacuum form. For an incident electric field of unit amplitude, write

$$h=-(e^{-iqCz}+r_pe^{iqCz})\ \ (z>0),\qquad h=-t\,e^{-iqwz}\ \ (z<0).$$

Here $r_p$ is the ratio of magnetic amplitudes. The overall minus sign makes both components of the incident electric field positive. Just above the surface,

$$F_x=C(1-r_p),\qquad F_z=S(1+r_p).$$

Continuity of $h$ requires $1+r_p=t$. Continuity of $E_x$ requires $C(1-r_p)=wt/\varepsilon$. Dividing $F_x=wt/\varepsilon$ by $F_z=St$ gives

$$\frac{F_x}{F_z}=\frac{w}{\varepsilon S},\qquad \left|\frac{F_x}{F_z}\right|\approx\frac{1}{\sqrt{|\varepsilon|}\,S}\quad(|\varepsilon|\gg1).$$

The two components obey different boundary conditions. The tangential field cannot jump, so it must match the small field inside the metal. The normal field can jump, because charge collects on the surface: it is $St$ outside and $St/\varepsilon$ inside. The mobile electrons that short out the tangential field also supply the charge on which a strong normal field ends.

In s-polarized light the electric field lies along $y$. Continuity of $E_y$ and of its slope gives

$$1+r_s=t_s,\qquad C(1-r_s)=wt_s .$$

Eliminating $t_s$ gives

$$r_s=\frac{C-w}{C+w},\qquad F_y=1+r_s=\frac{2C}{C+w}.$$

This field is small too, since $|w|\approx\sqrt{|\varepsilon|}$. At 80° the magnitudes, per unit incident field, are $|F_x|=0.054$, $|F_y|=0.0098$ and $|F_z|=1.90$. The normal field is nearly doubled.

The tangential field is not zero because the screening currents occupy a finite depth. In s light the slope at the surface is $-iqwF_y$, so at a small height $a$

$$|E_y(a)|\approx|F_y|\,|1-iqwa|\approx|F_y|\left(1+\frac{a}{\delta}\right),\qquad \delta=\frac{1}{q\operatorname{Im}w}=22.6\ \text{nm}.$$

For a metal with small loss, extending this straight line downward puts its zero about one skin depth $\delta$ below the surface. In s light the standing wave behaves as if its mirror lay there. In p light the relative slope of $E_x$ is smaller by about $C^2$, so its zero lies near $\delta/C^2$, some 700 nm down at 80°. Raising a molecule by 0.3 nm changes $|E_y|$ by 1.3%, which does not undo the suppression.

## The light that the dipoles send out

A driven dipole is detected through the light it adds to the reflected beam. Let the layer carry dipole moment $\mathbf P$ per unit area, at a height far below the wavelength. Adding this sheet to the Maxwell equations makes two fields jump across it, counted upward:

$$[h]=\frac{iq}{\varepsilon_0}P_x,\qquad [E_x]=-\frac{iqS}{\varepsilon_0}P_z .$$

The first jump is caused by the sheet current. The second comes from the field between the two charged faces of a layer of upright dipoles.

Let the reflection amplitude become $r_p+\Delta r_p$, and define

$$\eta=\frac{w}{\varepsilon C}.$$

Below the sheet the metal still imposes $E_x=-C\eta h$. Subtracting the jumps from the fields above the sheet gives

$$C(1-r_p-\Delta r_p)-[E_x]=C\eta(1+r_p+\Delta r_p)+C\eta[h].$$

For the bare surface, $1-r_p=\eta(1+r_p)$, so those terms cancel. What remains is

$$\Delta r_p=-\frac{[E_x]/C+\eta[h]}{1+\eta}
=\frac{iq}{\varepsilon_0}\,\frac{SP_z/C-\eta P_x}{1+\eta}.$$

The bare-surface relation also gives $1/(1+\eta)=(1+r_p)/2$ and $\eta/(1+\eta)=(1-r_p)/2$. Therefore

$$\Delta r_p=\frac{iq}{2C\varepsilon_0}\left(F_zP_z-F_xP_x\right).$$

The factors that measured the driving field have returned as efficiencies of emission. A flat dipole is driven weakly and also radiates weakly.

Image charges show the reason for the second weakness. A charge above a conductor has an opposite image below it. For an upright dipole, reversing both the charges and their vertical order leaves the image dipole pointing the same way. For a flat dipole the order along the surface is kept and the charges are reversed, so the image points the opposite way. Seen from far away, the first pair has twice the original moment and the second has none. This static picture supplies the signs. The small remainder for a flat dipole needs the wave calculation, because it depends on the skin depth.

For s light, a sheet moment $P_y$ makes the slope of $E_y$ jump by $-q^2P_y/\varepsilon_0$. The same subtraction of bare-surface terms leaves

$$iq(C+w)\Delta r_s=-\frac{q^2P_y}{\varepsilon_0},\qquad
\Delta r_s=\frac{iq}{2C\varepsilon_0}F_yP_y .$$

## From amplitude to measured signal

Let there be $N$ molecules per unit area, each with polarizability volume $\alpha_j$ along axis $j$, so that its moment is $4\pi\varepsilon_0\alpha_jE_j$. To first order the driving field is that of the bare surface, and

$$P_j=\varepsilon_0s_jF_j,\qquad s_j=4\pi N\alpha_j .$$

The quantity $s_j$ is a length. In p light

$$\Delta r_p=\frac{iq}{2C}\left(s_zF_z^2-s_xF_x^2\right).$$

The reflectance is $R=|r|^2$, so a small change obeys $\Delta R/R=2\operatorname{Re}(\Delta r/r)$. From $r_p=(1-\eta)/(1+\eta)$,

$$\frac{F_z^2}{r_p}=\frac{4S^2}{1-\eta^2},\qquad
\frac{F_x^2}{r_p}=\frac{4C^2\eta^2}{1-\eta^2},\qquad
C^2\eta^2=\frac{\varepsilon-S^2}{\varepsilon^2}.$$

Call $D=-\Delta R/R$ the drop. Since $\operatorname{Re}(iu)=-\operatorname{Im}u$,

$$D_p=\frac{4q}{C}\operatorname{Im}\left[\frac{s_zS^2-s_x(\varepsilon-S^2)/\varepsilon^2}{1-\eta^2}\right].$$

For s light, $F_y^2/r_s=4C^2/(C^2-w^2)=4C^2/(1-\varepsilon)$, and hence

$$D_s=4qC\operatorname{Im}\frac{s_y}{1-\varepsilon}.$$

At the centre of a vibrational line the response is imaginary, $s=i|s|$. Suppose that $|\varepsilon|$ is large and that the angle is not so grazing that $\eta$ matters. Then

$$D_z\approx4q|s|\frac{S^2}{C},\qquad
D_x\approx\frac{4q|s|}{C}\operatorname{Re}\left(-\frac1\varepsilon\right),\qquad
D_y\approx4qC|s|\operatorname{Re}\left(-\frac1\varepsilon\right).$$

For a metal whose permittivity is mainly negative and real, this gives

$$\frac{D_x}{D_z}\approx\frac{1}{|\varepsilon|S^2},\qquad
\frac{D_y}{D_z}\approx\frac{C^2}{|\varepsilon|S^2}.$$

At the line centre, the minus sign in front of $s_x$ does not turn the flat dipole's absorption into a gain. The tangential field is nearly a quarter cycle out of step with the normal field, so its square brings a second minus sign.

## Reading the numbers

Each molecule is given a static vibrational polarizability $\alpha_v=5\times10^{-5}$ nm³ and a linewidth $\gamma=10$ cm⁻¹. With $\nu$ the wavenumber and $\nu_0=2000$ cm⁻¹,

$$\alpha(\nu)=\frac{\alpha_v\nu_0^2}{\nu_0^2-\nu^2-i\gamma\nu},\qquad
\alpha(\nu_0)=i\alpha_v\frac{\nu_0}{\gamma}=0.010\,i\ \text{nm}^3 .$$

With $N=5$ nm⁻², $|s|=4\pi\times5\times0.010=0.628$ nm. The wavelength gives $q=2\pi/5000=1.257\times10^{-3}$ nm⁻¹. For upright dipoles the simple formula yields

$$D_z\approx4(1.257\times10^{-3})(0.628)\frac{0.970}{0.174}=0.0176 .$$

Keeping $\eta$ lowers this to 0.0172. The full first-order formulas give $D_x=1.35\times10^{-5}$ and $D_y=4.2\times10^{-7}$. The ratio $D_x/D_z$ is $7.9\times10^{-4}$, against the estimate $1/(|\varepsilon|S^2)=8.1\times10^{-4}$. With an assumed noise level of $10^{-4}$ in $\Delta R/R$, the upright layer is plain and the flat one is lost.

A tilted dipole is seen through its normal part. If it leans by an angle $\tau$ in the plane of incidence, the driving field along it is $F_z\cos\tau+F_x\sin\tau$, and its emission factor is $F_z\cos\tau-F_x\sin\tau$. Their product is $F_z^2\cos^2\tau-F_x^2\sin^2\tau$, with no cross term. At $\tau=60°$ the drop is 0.0043, one quarter of the upright value.

What counts is the direction of the dipole change, not that of the atomic motion. Atoms that move sideways can give a visible line if their motion also shifts charge along the normal. A missing line therefore does not prove that a species is absent.

## Why grazing incidence helps

The upright signal contains $S^2/C$. One factor $S$ comes from the normal component of the driving field and one from emission; $1/C$ reflects the larger surface area met by a beam of given width. At 30°, 60°, 80° and 85° the drops are 0.0009, 0.0047, 0.017 and 0.033.

The growth ends when $\eta$ is no longer small. Near grazing incidence $S\approx1$, and for a low-loss metal $\eta^2\approx-1/(|\varepsilon|C^2)$. Then

$$D_z\propto\frac{1}{C}\,\frac{1}{1+1/(|\varepsilon|C^2)}=\frac{C}{C^2+1/|\varepsilon|}.$$

Setting the derivative with respect to $C$ to zero gives $C^2=1/|\varepsilon|$, or 88.39° here. A scan of the full first-order formula puts the maximum at 88.36°. Such an angle needs a long sample and a well-collimated beam. An even spread from 75° to 85° gives a mean drop of 0.0187, about 9% above the value at 80°.

## A substrate that screens weakly

Replace the metal by silicon, with $\varepsilon=11.7$, and keep the layer and the angle. Assume that no light returns from the far side of the silicon. The size of the ratio $D_x/D_z$ becomes

$$\left|\frac{D_x}{D_z}\right|=\frac{\varepsilon-S^2}{\varepsilon^2S^2}=0.081 ,$$

about a hundred times larger than on the metal. The selection rule has become a moderate preference.

The upright signal also changes sign. For upright dipoles $D_z=-0.011$: the absorbing layer raises the reflectance. For flat dipoles in p light the drop stays positive, $D_x=+8.9\times10^{-4}$. At this angle $\eta>1$, so $1-\eta^2$ is negative. The light from the upright dipoles then adds to the reflected wave instead of opposing it. A reflectance change is an interference signal, and its sign need not be that of absorption.

Silicon is transparent at this wavelength, so a wafer polished on both sides also reflects light from its back face. If that light adds without interference and only the front face carries the layer, the upright signal at 80° shrinks from $-0.011$ to about $-0.003$. If both faces carry it, the signal becomes a drop of about $+0.006$. The numbers above therefore need a wafer whose back reflection is suppressed.

## The model beside a real deposition experiment

The numbers suit, roughly, an infrared monitor of atomic layer deposition on a gold-like film; Si–H groups and carbon monoxide on metals have stretching lines in the region of 2000 cm⁻¹. The dense layer and narrow line are favourable choices. At fixed polarizability, a line three times broader has one third of the peak drop.

The assumption that moves the ratio most, among those sized here, is that molecules ignore one another. Give each an electronic polarizability $\alpha_e=0.002$ nm³, place them on a square lattice 0.2 nm above the image plane, and let $G$ be the summed field of all neighbours and images per unit dipole. The sums are $G=-94$ nm⁻³ for upright dipoles and $+54$ nm⁻³ for flat ones. A molecule of total polarizability $\alpha_t=\alpha_e+\alpha(\nu)$ then responds as $\alpha_t/(1-\alpha_tG)$, whose vibrational part is

$$\frac{\alpha_v}{(1-\alpha_eG)^2}\,
\frac{\nu_0^2}{\nu_0^2-\nu^2-i\gamma\nu-\nu_0^2\alpha_vG/(1-\alpha_eG)} .$$

In the imaginary part of this response, the upright peak is multiplied by 0.71 and moves up by 3.9 cm⁻¹; the flat peak is multiplied by 1.26 and moves down by 3.1 cm⁻¹. The suppression weakens from 1 in 1273 to about 1 in 700. Point dipoles so near a surface are a crude picture, so this is an estimate of size. It also depends on the height above the image plane: the ratio is about 1 in 940 at 0.1 nm, and at 0.08 nm it becomes about 1 in 2100, a stronger suppression than without coupling.

The other corrections are smaller. Integrating Maxwell's equations numerically through a uniform layer 0.3 nm thick, with the same $s_j$, changes the upright drop from 0.0172 to 0.0171. Doubling the metal's damping, or raising the constant term in $\varepsilon$ from 1 to 10 to imitate bound electrons, changes $D_x/D_z$ by less than 1%. For a free-standing metal film 100 nm thick, $F_x$ differs by 0.03% from its value on bulk metal.

Flatness is a stronger condition. Around small metal islands the field lines bend, and directions defined by the average surface no longer separate the dipoles. Very thin metal films can also weaken the rule, as do wavelengths at which $|\varepsilon|$ is modest.

On a flat, opaque metal the rule helps to separate the surface from the precursor gas above it. Randomly oriented gas molecules absorb p and s light equally along the same path, whereas the adsorbed layer contributes almost nothing in s light. The difference between the two polarizations therefore keeps the surface signal and removes most of the gas signal. The bare reflectances differ, 0.917 in p light and 0.997 in s light at 80°, so a plain difference of intensities still carries about 9% of the gas signal; a ratio removes it better. The model also takes the metal as unchanged by the adsorbate, and so leaves out the scattering of conduction electrons by adsorbed molecules, which can alter the reflectance on its own.
